**Equilibrated As2 and As4 define one arsenic chemical potential**

The program tests $\mu_2/2=\mu_4/4=\mu_{\rm As}$, where $\mu_2$ and $\mu_4$ are the potentials of As2 and As4 at their own partial pressures. It asserts this equality at a numerical minimum of the Gibbs energy and compares the resulting composition with the mass-action formula. A separate sum over all divisions of a finite number of atoms into dimers and tetramers asserts that the gap per atom shrinks as the system grows. Further assertions cover the rotational partition functions, the filling of surface sites, and the free-energy slope of a frozen mixture. At 900 K and 0.1 Torr, both routes give $-3.554$ eV, and both give a model surface transition at 846 K. Assigning the total pressure to As2 alone moves that transition to 925 K. For a frozen vapour at $10^{-5}$ Torr with 1% As2, the half-dimer value lies 0.29 eV below the quarter-tetramer value. Molecular data are rough typical values, and the surface data are model parameters.

## Program and output

```python
"""
Result under test: in an equilibrated ideal vapour of As2 and As4,
    mu(As2)/2 = mu(As4)/4 = mu_As,
each molecular potential being taken at its own partial pressure.
A frozen composition generally gives two different values.

Symbols: T temperature (K); p pressure (Torr); mu chemical potential (eV);
z molecular partition function per volume (1/m^3), energy factor included;
K = p2^2/p4 at equilibrium (Torr). Energy zero: free As atoms at rest.
Molecular data are rough typical values; surface data are model parameters.
"""
from itertools import permutations
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, logsumexp

KB = sc.k / sc.e                       # eV/K
MASS = 74.92 * sc.atomic_mass          # kg, one arsenic atom
TETRA = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(8)
TRI = np.array([[0, 0, 0], [1, 0, 0], [0.5, np.sqrt(3) / 2, 0]])
PAIR = np.array([[0, 0, 0], [1.0, 0, 0]])


def species(shape, bond_nm, sigma, modes, energy, degeneracy=1):
    """Collect molecular data; modes and energy in eV."""
    return dict(xyz=np.array(shape, float) * bond_nm * 1e-9, sigma=sigma,
                modes=np.array(modes, float), energy=energy, g=degeneracy)


BOND2, BOND4 = 0.21, 0.24              # nm
AS1 = species([[0, 0, 0]], 1.0, 1, [], 0.0, 4)
AS2 = species(PAIR, BOND2, 2, [0.053], -4.0)
AS3 = species(TRI, 0.24, 6, [0.030] * 3, -6.3, 4)
AS4 = species(TETRA, BOND4, 12, [0.042] + [0.025] * 2 + [0.031] * 3, -10.4)


def inertia(s):
    """Principal moments of inertia from the atomic coordinates."""
    r = s["xyz"] - s["xyz"].mean(axis=0)
    return np.linalg.eigvalsh(MASS * (np.sum(r * r) * np.eye(3) - r.T @ r))


def rotation(s, T):
    """Classical rotational partition function with symmetry number."""
    n = len(s["xyz"])
    if n == 1:
        return 1.0
    ratio = 2 * inertia(s) * sc.k * T / sc.hbar**2
    if n == 2:
        return ratio[-1] / s["sigma"]
    return np.sqrt(np.pi * np.prod(ratio)) / s["sigma"]


def ln_z(s, T):
    m = MASS * len(s["xyz"])
    trans = 1.5 * np.log(2 * np.pi * m * sc.k * T / sc.h**2)
    vib = -np.sum(np.log(2 * np.sinh(s["modes"] / (2 * KB * T))))
    return trans + np.log(rotation(s, T) * s["g"]) + vib - s["energy"] / (KB * T)


def mu(s, T, p):
    return KB * T * (np.log(p * sc.torr / (sc.k * T)) - ln_z(s, T))


def equilibrium_constant(T, tetramer=AS4):
    return np.exp(2 * ln_z(AS2, T) - ln_z(tetramer, T)) * sc.k * T / sc.torr


def mass_action(T, p):
    K = equilibrium_constant(T)
    p2 = 2 * K * p / (K + np.sqrt(K * K + 4 * K * p))
    return p2, p - p2


def minimise_gibbs(T, p, tetramer=AS4):
    """Partial pressures at the minimum of G, without using K."""
    def parts(x):                      # x: fraction of atoms held in As4
        n2, n4 = (1 - x) / 2, x / 4
        return n2, n4, p * n2 / (n2 + n4), p * n4 / (n2 + n4)

    def gibbs(x):
        n2, n4, p2, p4 = parts(x)
        return n2 * mu(AS2, T, p2) + n4 * mu(tetramer, T, p4)
    best = minimize_scalar(gibbs, bounds=(1e-9, 1 - 1e-9), method="bounded",
                           options={"xatol": 1e-11, "maxiter": 300})
    assert best.success
    return parts(best.x)[2:]


T, P = 900.0, 0.1
kT = KB * T
K = equilibrium_constant(T)
p2, p4 = mass_action(T, P)
p2_min, p4_min = minimise_gibbs(T, P)
half, quarter = mu(AS2, T, p2_min) / 2, mu(AS4, T, p4_min) / 4
assert abs(half - quarter) < 1e-6      # limit set by flatness of the minimum
assert abs(p2_min / p2 - 1) < 1e-5 and abs(p4_min / p4 - 1) < 1e-5

# Rotational functions against quantum level sums.
J = np.arange(3000)
b2 = sc.hbar**2 / (2 * inertia(AS2)[-1] * sc.k * T)
spin_weight = np.where(J % 2 == 0, 6, 10) / 16   # two fermionic spin-3/2 nuclei
q2_sum = np.sum(spin_weight * (2 * J + 1) * np.exp(-b2 * J * (J + 1)))
assert abs(q2_sum / rotation(AS2, T) - 1) < 1e-3
b4 = sc.hbar**2 / (2 * inertia(AS4)[0] * sc.k * T)
proper = 0
for order in permutations(range(4)):
    R = np.linalg.lstsq(TETRA, TETRA[list(order)], rcond=None)[0]
    assert np.allclose(R.T @ R, np.eye(3))
    proper += int(np.linalg.det(R) > 0)
q4_sum = np.sum((2 * J + 1.0)**2 * np.exp(-b4 * J * (J + 1))) / proper
assert abs(q4_sum / rotation(AS4, T) - 1) < 1e-3

# Finite number of atoms: sum over all numbers of dimers and tetramers.
atom_density = (2 * p2 + 4 * p4) * sc.torr / (sc.k * T)


def count_sum(N, volume):
    n4 = np.arange(N // 4 + 1)
    n2 = (N - 4 * n4) / 2
    terms = (n2 * (ln_z(AS2, T) + np.log(volume)) - gammaln(n2 + 1)
             + n4 * (ln_z(AS4, T) + np.log(volume)) - gammaln(n4 + 1))
    total = logsumexp(terms)
    weight = np.exp(terms - total)
    return total, weight @ n2, weight @ n4


finite_gap = {}
for N in (400, 40000):
    volume = N / atom_density
    lnZ, mean2, mean4 = count_sum(N, volume)
    mu_half = kT * (np.log(mean2 / volume) - ln_z(AS2, T)) / 2
    mu_quarter = kT * (np.log(mean4 / volume) - ln_z(AS4, T)) / 4
    mu_slope = -kT * (count_sum(N + 4, volume)[0] - lnZ) / 4
    finite_gap[N] = abs(mu_half - mu_quarter)
    assert finite_gap[N] < 5 * kT / N
    assert abs(mu_slope - mu_half) < 5 * kT / N
    assert abs(mu_half - half) < 5 * kT / N
assert finite_gap[40000] < finite_gap[400] / 20

# Surface model: energy of an extra As atom, and its three vibrations.
E_SURFACE, W_SURFACE, COVERAGE, AREA = -3.25, 0.025, 0.5, 0.16


def surface_free_energy(temp, w=W_SURFACE):
    return E_SURFACE + 3 * KB * temp * np.log(2 * np.sinh(w / (2 * KB * temp)))


# Surface sites exchanging atoms with the finite vapour.
sites, N = 40, 40000
volume = N / atom_density
filled = np.arange(0, sites + 1, 2)    # molecules carry even atom numbers
log_weight = np.array([
    gammaln(sites + 1) - gammaln(s + 1) - gammaln(sites - s + 1)
    - s * surface_free_energy(T) / kT + count_sum(N - int(s), volume)[0]
    for s in filled])
weight = np.exp(log_weight - logsumexp(log_weight))
occupancy_sum = weight @ filled / sites
occupancy = 1 / (1 + np.exp((surface_free_energy(T) - quarter) / kT))
assert abs(occupancy_sum - occupancy) < 1e-3   # finite-vapour depletion


def mu_dimer_route(temp):
    return mu(AS2, temp, mass_action(temp, P)[0]) / 2


def mu_tetramer_route(temp):
    return mu(AS4, temp, minimise_gibbs(temp, P)[1]) / 4


def crossing(potential, w=W_SURFACE, offset=0.0, low=400, high=1600):
    return brentq(lambda t: potential(t) - surface_free_energy(t, w)
                  - offset * KB * t, low, high)


t_dimer = crossing(mu_dimer_route)
t_tetramer = crossing(mu_tetramer_route, low=700, high=1000)
assert abs(t_dimer - t_tetramer) < 0.01
t_all2 = crossing(lambda t: mu(AS2, t, P) / 2)
t_all4 = crossing(lambda t: mu(AS4, t, P) / 4)
gamma2 = COVERAGE * (surface_free_energy(T) - half) / AREA
gamma4 = COVERAGE * (surface_free_energy(T) - quarter) / AREA

# Frozen vapour: formula against change of the free energy on conversion.
P_BEAM, X2 = 1e-5, 0.01
beam2, beam4 = P_BEAM * X2, P_BEAM * (1 - X2)
half_beam, quarter_beam = mu(AS2, T, beam2) / 2, mu(AS4, T, beam4) / 4
gap_beam = kT / 4 * np.log(beam2**2 / (beam4 * K))
n2, n4 = 10000, 990000
volume = (n2 + n4) * sc.k * T / (P_BEAM * sc.torr)


def frozen_energy(a, b):
    return -kT * (a * (ln_z(AS2, T) + np.log(volume)) - gammaln(a + 1)
                  + b * (ln_z(AS4, T) + np.log(volume)) - gammaln(b + 1))


reaction_slope = (frozen_energy(n2 - 2, n4 + 1)
                  - frozen_energy(n2 + 2, n4 - 1)) / 2
assert abs(-reaction_slope / 4 - gap_beam) < 1e-4
assert abs(gap_beam) > 0.05
mu_relaxed = mu(AS2, T, minimise_gibbs(T, P_BEAM)[0]) / 2
assert min(half_beam, quarter_beam) < mu_relaxed < max(half_beam, quarter_beam)

# Error in the tetramer energy: old pressures, then recomputed pressures.
ENERGY_ERROR = 0.1
wrong4 = dict(AS4, energy=AS4["energy"] + ENERGY_ERROR)
gap_mixed = mu(wrong4, T, p4) / 4 - mu(AS2, T, p2) / 2
new2, new4 = minimise_gibbs(T, P, wrong4)
gap_consistent = mu(wrong4, T, new4) / 4 - mu(AS2, T, new2) / 2
common_shift = mu(AS2, T, new2) / 2 - half
assert abs(gap_consistent) < 1e-6 and abs(gap_mixed) > 0.01

# Sizes of neglected effects.
p1 = np.exp(half / kT + ln_z(AS1, T)) * sc.k * T / sc.torr
p3 = np.exp(3 * half / kT + ln_z(AS3, T)) * sc.k * T / sc.torr


def morse_shift(w, depth):
    """Vibrational free energy of a Morse well minus the harmonic value."""
    v = np.arange(int(np.floor(2 * depth / w - 0.5)) + 1) + 0.5
    levels = w * v - w * w * v * v / (4 * depth)
    return -kT * logsumexp(-levels / kT) - kT * np.log(2 * np.sinh(w / (2 * kT)))


anh2 = morse_shift(AS2["modes"][0], -AS2["energy"]) / 2
anh4 = sum(morse_shift(w, -AS4["energy"] / 6) for w in AS4["modes"]) / 4
VIRIAL = 1.0                           # nm^3, rough magnitude
virial_shift = 2 * VIRIAL * 1e-27 * P * sc.torr / (sc.k * T) * kT
t_stiff = crossing(mu_dimer_route, w=1.2 * W_SURFACE)
t_90 = crossing(mu_dimer_route, offset=np.log(9))
t_10 = crossing(mu_dimer_route, offset=-np.log(9))
SOLID_PRESSURE, GAAS_LIMIT = 760.0, -0.7   # rough values near 900 K
solid_margin = kT / 4 * np.log(p4 / SOLID_PRESSURE)
assert GAAS_LIMIT < solid_margin < 0
assert p1 / P < 0.01 and p3 / P < 0.01

e2, e4 = AS2["energy"] / 2, AS4["energy"] / 4
print(f"Temperature: {T:.0f} K; total pressure: {P:.1f} Torr")
print(f"Bond lengths As2, As4: {BOND2:.2f}, {BOND4:.2f} nm")
print("As2 vibration:", AS2["modes"], "eV")
print("As4 vibrations:", AS4["modes"], "eV")
print(f"Energies E2, E4: {AS2['energy']:.1f}, {AS4['energy']:.1f} eV")
print(f"Reaction energy 2E2-E4: {2*AS2['energy']-AS4['energy']:.2f} eV")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Equilibrium constant p2^2/p4: {K:.5f} Torr")
print(f"Equilibrium p2, p4: {p2:.5f}, {p4:.5f} Torr")
print(f"Half dimer potential: {half:.5f} eV")
print(f"Quarter tetramer potential: {quarter:.5f} eV")
print(f"Potential from E2/2: {half-e2:.5f} eV")
print(f"Potential from E4/4: {half-e4:.5f} eV")
print(f"Shift between reference axes: {e2-e4:.3f} eV")
print(f"Total p as As2, half potential: {mu(AS2,T,P)/2:.5f} eV")
print(f"Total p as As4, quarter potential: {mu(AS4,T,P)/4:.5f} eV")
for N in finite_gap:
    print(f"Finite-count gap, {N} atoms: {finite_gap[N]:.2e} eV")
print(f"Surface binding energy e: {E_SURFACE:.2f} eV")
print(f"Surface vibration, three modes: {W_SURFACE:.3f} eV")
print(f"Extra As per cell: {COVERAGE:.1f}; cell area: {AREA:.2f} nm^2")
print(f"Surface e+f_vib at {T:.0f} K: {surface_free_energy(T):.5f} eV")
print(f"Rich-poor surface energy, As2 route: {gamma2:.4f} eV/nm^2")
print(f"Rich-poor surface energy, As4 route: {gamma4:.4f} eV/nm^2")
print(f"Site filling, sum and formula: {occupancy_sum:.4f}, {occupancy:.4f}")
print(f"Transition, As2 and As4 routes: {t_dimer:.2f}, {t_tetramer:.2f} K")
print(f"Wrong transition, total p as As2: {t_all2:.1f} K")
print(f"Wrong transition, total p as As4: {t_all4:.1f} K")
print(f"Frozen vapour pressure: {P_BEAM:.1e} Torr; As2 fraction: {X2:.2f}")
print(f"Frozen half dimer potential: {half_beam:.4f} eV")
print(f"Frozen quarter tetramer potential: {quarter_beam:.4f} eV")
print(f"Frozen gap, half minus quarter: {gap_beam:.4f} eV")
print(f"Relaxed potential at frozen-case pressure: {mu_relaxed:.4f} eV")
print(f"Trial error in E4: {ENERGY_ERROR:.2f} eV")
print(f"Gap with old pressures: {gap_mixed:.4f} eV")
print(f"Gap with recomputed pressures: {abs(gap_consistent):.1e} eV")
print(f"Shift of common potential by E4 error: {common_shift:.4f} eV")
print(f"Neglected As pressure/total: {p1/P:.2e}")
print(f"Neglected As3 pressure/total: {p3/P:.2e}")
print(f"Anharmonic shift per atom, As2: {anh2:.5f} eV")
print(f"Anharmonic shift per atom, As4: {anh4:.5f} eV")
print(f"Nonideal shift, virial {VIRIAL:.0f} nm^3: {virial_shift:.1e} eV")
print(f"Transition with 20% stiffer surface modes: {t_stiff:.1f} K")
print(f"Independent sites 90% and 10% full: {t_90:.0f}, {t_10:.0f} K")
print(f"Rough solid-As vapour pressure: {SOLID_PRESSURE:.0f} Torr")
print(f"Potential relative to solid As: {solid_margin:.3f} eV")
print(f"Rough Ga-rich limit relative to solid As: {GAAS_LIMIT:.1f} eV")
print("OK")
```

Output:

```
Temperature: 900 K; total pressure: 0.1 Torr
Bond lengths As2, As4: 0.21, 0.24 nm
As2 vibration: [0.053] eV
As4 vibrations: [0.042 0.025 0.025 0.031 0.031 0.031] eV
Energies E2, E4: -4.0, -10.4 eV
Reaction energy 2E2-E4: 2.40 eV
Thermal energy kT: 0.07756 eV
Equilibrium constant p2^2/p4: 0.00270 Torr
Equilibrium p2, p4: 0.01513, 0.08487 Torr
Half dimer potential: -3.55379 eV
Quarter tetramer potential: -3.55379 eV
Potential from E2/2: -1.55379 eV
Potential from E4/4: -0.95379 eV
Shift between reference axes: 0.600 eV
Total p as As2, half potential: -3.48056 eV
Total p as As4, quarter potential: -3.55061 eV
Finite-count gap, 400 atoms: 5.05e-05 eV
Finite-count gap, 40000 atoms: 5.05e-07 eV
Surface binding energy e: -3.25 eV
Surface vibration, three modes: 0.025 eV
Extra As per cell: 0.5; cell area: 0.16 nm^2
Surface e+f_vib at 900 K: -3.51240 eV
Rich-poor surface energy, As2 route: 0.1293 eV/nm^2
Rich-poor surface energy, As4 route: 0.1293 eV/nm^2
Site filling, sum and formula: 0.3697, 0.3697
Transition, As2 and As4 routes: 845.54, 845.54 K
Wrong transition, total p as As2: 924.7 K
Wrong transition, total p as As4: 847.1 K
Frozen vapour pressure: 1.0e-05 Torr; As2 fraction: 0.01
Frozen half dimer potential: -4.0163 eV
Frozen quarter tetramer potential: -3.7294 eV
Frozen gap, half minus quarter: -0.2869 eV
Relaxed potential at frozen-case pressure: -3.8379 eV
Trial error in E4: 0.10 eV
Gap with old pressures: 0.0250 eV
Gap with recomputed pressures: 1.6e-08 eV
Shift of common potential by E4 error: 0.0221 eV
Neglected As pressure/total: 1.54e-07
Neglected As3 pressure/total: 1.22e-04
Anharmonic shift per atom, As2: -0.00039 eV
Anharmonic shift per atom, As4: -0.00279 eV
Nonideal shift, virial 1 nm^3: 1.7e-07 eV
Transition with 20% stiffer surface modes: 794.3 K
Independent sites 90% and 10% full: 672, 1076 K
Rough solid-As vapour pressure: 760 Torr
Potential relative to solid As: -0.176 eV
Rough Ga-rich limit relative to solid As: -0.7 eV
OK
```
